\section*{Screening and plasmons in a warm electron gas from Maldague's integral, part 2}

We seek the screening and plasmon of a three-dimensional electron gas with two spin states at any temperature $T$. Units are $\hbar=m=e^2=k_B=1$. The noninteracting response $\chi_0$ is defined by $\delta n=\chi_0V$, with $V$ a potential energy, and in the random-phase approximation (RPA) $\epsilon=1-4\pi\chi_0/q^2$. This is controlled only at weak coupling, $1/(r_sT)\ll1$ in the nondegenerate gas, with $4\pi r_s^3n/3=1$.

Notation: $\omega_p^2=4\pi n$, $\kappa_D^2=4\pi n/T$, $\lambda=\sqrt{2\pi/T}$, $z=e^{\mu/T}$, $a=n\lambda^3/2$, $\Theta=T/E_F$, $E_F=k_F^2/2$, $f(\varepsilon)=1/(e^{(\varepsilon-\mu)/T}+1)$. Debye--H\"uckel screening is $c_0=1$ in $\epsilon=1+c_0\kappa_D^2/q^2$ at $\omega=0$.

With $\nu_\pm=\omega/q\pm q/2$,
\begin{equation}
\chi_0=\frac{G(\nu_-)-G(\nu_+)}{q},\qquad G(\nu)=\int_{-\infty}^\infty\!\frac{g(u)\,du}{\nu+i0-u},
\label{G}
\end{equation}
where $u$ is the momentum along $\mathbf q$, $g(u)=\frac{T}{2\pi^2}\ln(1+ze^{-u^2/2T})$ and $\int g\,du=n$. Hence
\begin{equation}
\mathrm{Im}\,\chi_0=-\frac{\pi}{q}\,[g(\nu_-)-g(\nu_+)].
\label{im}
\end{equation}
Maldague's integral averages cold responses, with $k=\sqrt{2\mu'}$:
\begin{equation}
\chi_0(q,\omega;\mu,T)=\int_0^\infty\! d\mu'\,K(\mu'-\mu)\,\chi_0(q,\omega;\mu',0).
\label{mal}
\end{equation}
Here $K(x)=1/[4T\cosh^2(x/2T)]$, whose weight on $\mu'>0$ is $z/(1+z)$. Numerically the integral stops at $\mu'=\max(\mu,0)+45T$. It uses $N$ Gauss--Legendre nodes per panel in $k$; "split" means panel edges at $k=|\nu_\pm|$, and "graded" adds a map that crowds nodes at panel ends.

For $z<1$,
\begin{equation}
\int_0^\infty\!K\,\mu'^{\,s}d\mu'=\Gamma(s+1)\,T^s\mathcal F_s(z),\qquad \mathcal F_s=\sum_{j\ge1}\frac{(-1)^{j+1}z^j}{j^s}.
\label{avg}
\end{equation}
The density and the moments of $g/n$ are
\begin{equation}
n=\frac{2}{\lambda^3}\mathcal F_{3/2},\qquad
\langle u^2\rangle=T\,\frac{\mathcal F_{5/2}}{\mathcal F_{3/2}},\qquad
\langle u^4\rangle=3T^2\,\frac{\mathcal F_{7/2}}{\mathcal F_{3/2}} .
\label{mom}
\end{equation}
So $z=a+a^2/2^{3/2}+O(a^3)$. For $T\ll\mu$, $\int K\mu'^s=\mu^s[1+s(s-1)\pi^2T^2/6\mu^2+\dots]$, and fixed $n$ requires $\mu=E_F(1-\pi^2\Theta^2/12)$.

\section{Static screening}

At $\omega=0$, $\nu_\pm=\pm q/2$. Because $g$ is even, Eq.~(\ref{im}) vanishes and $\mathrm{Re}\,G$ is odd, so $\chi_0(q,0)=-(2/q)\,\mathrm{Re}\,G(q/2)\to-\mathrm{Re}\,G'(0)$. Writing $\mathrm{Re}\,G(\nu)=\mathrm P\!\int g(\nu-t)\,dt/t$ and using $g'(u)=-uf(u^2/2)/2\pi^2$ gives $\mathrm{Re}\,G'(0)=(2\pi^2)^{-1}\int f(u^2/2)\,du$. Also $\partial g/\partial\mu=f(u^2/2)/2\pi^2$, so this integral is $\partial n/\partial\mu$, and in RPA at any temperature
\begin{equation}
\epsilon(q\to0,0)=1+\frac{\kappa^2}{q^2},\qquad \kappa^2=4\pi\frac{\partial n}{\partial\mu}.
\end{equation}
In the cold gas $\partial n/\partial\mu'=k/\pi^2$. Equation~(\ref{avg}) with $s=\frac12$ and $\Gamma(\frac32)=\frac12\sqrt\pi$ averages it to $(2/\lambda^3T)\mathcal F_{1/2}$. Dividing by $n/T$,
\begin{equation}
\frac{\kappa^2}{\kappa_D^2}=\frac{\mathcal F_{1/2}}{\mathcal F_{3/2}}=1-z\Big(\frac1{2^{1/2}}-\frac1{2^{3/2}}\Big)+\dots=1-\frac{a}{2^{3/2}}+O(a^2).
\label{DH}
\end{equation}
This is $c_0=1$. The Pauli principle makes the gas stiffer than a classical one, and it screens less.

For $z<1$ the $q$ dependence follows from expanding the logarithm in $g$ in powers of $z$. Each term is a Gaussian, and with the Faddeeva function $w(\zeta)=(i/\pi)\int e^{-t^2}dt/(\zeta-t)$ and $t=u\sqrt{j/2T}$,
\begin{equation}
G(\nu)=-\frac{iT}{2\pi}\sum_{j\ge1}\frac{(-1)^{j+1}z^j}{j}\,w\!\left(\nu\sqrt{j/2T}\right).
\label{fad}
\end{equation}
For real $\zeta$ let $I=\mathrm P\!\int e^{-t^2}dt/(\zeta-t)$. Differentiating as above and writing $-2t=-2\zeta+2(\zeta-t)$ gives $I'=-2\zeta I+2\sqrt\pi$ with $I(0)=0$. Dawson's function obeys $D'=1-2\zeta D$, $D(0)=0$, so $I=2\sqrt\pi D$, and the equation gives $D=\zeta-\frac23\zeta^3+\dots$. At leading order in $z$, $Tz/2\pi^2=n/\sqrt{2\pi T}$, hence $\mathrm{Re}\,G=n\sqrt{2/T}\,D(\nu/\sqrt{2T})$ and
\begin{equation}
\chi_0(q,0)=-\frac nT\,\frac{D(x)}{x}=-\frac nT\Big(1-\frac{q^2}{12T}+\dots\Big),\qquad x=\frac{q}{\sqrt{8T}} .
\end{equation}
Debye--H\"uckel screening needs $q^2\ll12T$ in addition to $a\ll1$. At $\Theta=100$, where $a=0.00075$, the Maldague value of $-\chi_0T/n$ at $q^2=8T$ is $0.53805$ against $D(1)=0.53808$: the gas is nondegenerate, and the classical value $1$ is too large by almost a factor of two. The Dawson form is tested at four values of $x$ to a relative tolerance $a$.

The potential of a unit test charge is
\begin{equation}
\varphi(r)=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi e^{i\mathbf q\cdot\mathbf r}}{q^2\epsilon}=\frac{2}{\pi r}\int_0^\infty\!\frac{\sin qr}{q\,\epsilon(q,0)}\,dq .
\end{equation}
For $\epsilon=1+\kappa^2/q^2$ the integrand is $q\sin qr/(q^2+\kappa^2)$, and the pole at $q=i\kappa$ gives $\varphi=e^{-\kappa r}/r$. With the first correction, $q^2\epsilon=(1-c\kappa^2)q^2+\kappa^2$, where $c=1/12T$ at leading order in $a$. The residue gains a factor $1+c\kappa^2$ and the pole moves to $i\kappa(1+c\kappa^2/2)$, so to first order in $c\kappa^2$
\begin{equation}
r\varphi\simeq e^{-\kappa r}\left[1+c\kappa^2\left(1-\kappa r/2\right)\right].
\label{phi}
\end{equation}
This keeps the nearest pole only. It must fail as $r\to0$, where $\epsilon\to1$ at large $q$ forces $r\varphi\to1$ while Eq.~(\ref{phi}) gives $1+c\kappa^2$; the distance at which the other singularities of $1/\epsilon$ begin to matter is not derived here.

At the degenerate end, $s=\frac12$ gives a bracket $1-\pi^2\Theta^2/24$, the shift of $\mu$ gives another $-\pi^2\Theta^2/24$, and $\kappa^2=\kappa_{TF}^2(1-\pi^2\Theta^2/12)$ with $\kappa_{TF}^2=4k_F/\pi$. At $\Theta=0.05$ this is $0.99794$, and the computed ratio is $0.997925$. The cold static function is $-(k_F/\pi^2)F(y)$ with $y=q/2k_F$ and $F=\frac12+\frac{1-y^2}{4y}\ln|\frac{1+y}{1-y}|$. Near $y=1+\delta$ it is $\frac12-\frac\delta2\ln(2/|\delta|)$, whose slope diverges logarithmically. Central differences with steps $10^{-4}k_F$ and $10^{-3}k_F$ in $q$ have $\delta=5\times10^{-5}$ and $5\times10^{-4}$ and should stand in the ratio $\ln40000/\ln4000=1.278$, which is the printed value. Equation~(\ref{mal}) averages the position of the singularity with a smooth weight, and at $\Theta=0.05$ the ratio is $1.0000$. Both behaviors are tested.

\section{The plasmon}

At fixed $\omega\approx\omega_p$ and small $q$, $s=\omega/q$ is large. Expanding $1/(\nu-u)=\sum_mu^m/\nu^{m+1}$, with odd moments vanishing,
\begin{equation}
\mathrm{Re}\,G\simeq n\left[\nu^{-1}+\langle u^2\rangle\nu^{-3}+\langle u^4\rangle\nu^{-5}+\dots\right].
\end{equation}
At $T>0$ the distribution extends beyond any $\nu$ and its moments grow factorially, so the series is asymptotic. The differences are $\nu_-^{-1}-\nu_+^{-1}=q/(s^2-q^2/4)$ exactly and $\nu_-^{-p}-\nu_+^{-p}=pq/s^{p+1}+O(q^3/s^{p+3})$. Taking out $q/s^2$, and using $(4\pi/q^2)(n/q)(q/s^2)=\omega_p^2/\omega^2$,
\begin{equation}
\mathrm{Re}\,\epsilon\simeq1-\frac{\omega_p^2}{\omega^2}\left[1+\frac{3\langle u^2\rangle q^2}{\omega^2}+\frac{q^4}{4\omega^2}+\frac{5\langle u^4\rangle q^4}{\omega^4}+O(q^6)\right].
\end{equation}
The leading term, $\chi_0\to nq^2/\omega^2$, combined with $\chi_0(\omega)=\pi^{-1}\int\mathrm{Im}\chi_0(\omega')\,d\omega'/(\omega'-\omega)$ at large $\omega$ and the oddness of $\mathrm{Im}\chi_0$, is the $f$-sum rule $\int_0^\infty\omega\,\mathrm{Im}\chi_0\,d\omega=-\pi nq^2/2$, tested to $10^{-8}$.

Set $\mathrm{Re}\,\epsilon=0$ and $\omega^2=\omega_p^2+Aq^2+Bq^4$. Multiply by $\omega^2$. At order $q^2$, $A=3\langle u^2\rangle$. At order $q^4$ the factor $\omega_p^2/\omega^2=1-Aq^2/\omega_p^2$ in the second term contributes $-A^2/\omega_p^2$, and the last two terms may be taken at $\omega_p$:
\begin{equation}
\omega^2=\omega_p^2+3\langle u^2\rangle q^2+\left[\frac14+\frac{5\langle u^4\rangle-9\langle u^2\rangle^2}{\omega_p^2}\right]q^4+O(q^6).
\label{disp}
\end{equation}
From Eq.~(\ref{mom}), $\langle u^2\rangle=T[1+z(2^{-3/2}-2^{-5/2})+\dots]=T[1+a/2^{5/2}+O(a^2)]$. As $a\to0$, $A=3T$, which is the Bohm--Gross result, and $B=\frac14+(15-9)T^2/\omega_p^2$. The two parts of $Bq^4$ relative to $3Tq^2$ are $q^2/12T$ and $2q^2/\kappa_D^2$, so the Bohm--Gross form needs $q^2\ll12T$ and $q\ll\kappa_D$. The factor $3$ came from the derivative of $\nu^{-3}$: only motion along $\mathbf q$ enters. In the degenerate gas $\langle u^2\rangle=k_F^2/5$, and $s=\frac52$ gives the relative correction $(\frac58-\frac5{24})\pi^2\Theta^2=\frac5{12}\pi^2\Theta^2$. At $\Theta=0.05$ this predicts $A/(0.6k_F^2)=1.01028$, and the roots give $1.01024$.

The series has no imaginary part. If $\epsilon$ is continued analytically and $\mathrm{Im}\,\epsilon$ is small at the real root $\omega_0$, then $\epsilon(\omega_0-i\gamma)\simeq i\,\mathrm{Im}\,\epsilon-i\gamma\,\partial_\omega\mathrm{Re}\,\epsilon=0$ gives the Landau damping rate
\begin{equation}
\gamma=\mathrm{Im}\,\epsilon\big/\partial_\omega\mathrm{Re}\,\epsilon .
\label{gam}
\end{equation}
At leading order in $z$, $g=ne^{-u^2/2T}/\sqrt{2\pi T}$ and $\nu_\pm^2=s^2\pm\omega+q^2/4$, so
\begin{equation}
\mathrm{Im}\,\epsilon=\frac{8\pi^2n}{q^3\sqrt{2\pi T}}\,e^{-\omega^2/2q^2T-q^2/8T}\sinh\frac{\omega}{2T}.
\end{equation}
The exponent is $\omega^2/2q^2T\simeq\kappa_D^2/2q^2+\frac32$. The factor $q^{-3}e^{-\kappa_D^2/2q^2}$ vanishes together with all its derivatives as $q\to0$, which is why no order of Eq.~(\ref{disp}) sees the damping. For $\mathrm{Im}\,\omega<0$ the integral in Eq.~(\ref{mal}) along real $k$ gives $\chi_0(q,\omega^*)^*$, not the continuation of $\chi_0$ from the upper half-plane that the damped root requires. Each term of Eq.~(\ref{fad}) continues to $\mathrm{Im}\,\omega<0$, since $w$ obeys $w'=-2\zeta w+2i/\sqrt\pi$ (by the step used for $I$) and is therefore entire. For $z<1$ the sum converges there if also $|ze^{-\nu_\pm^2/2T}|<1$; at the damped root for $q=0.25\kappa_D$ in the worked example this number is below $10^{-5}$. When $\nu_-^2/2$ lies beyond the cutoff, as at $q=0.1\kappa_D$ where the exponent exceeds $50$, the truncated integral misses $\mathrm{Im}\,\chi_0$, and Eq.~(\ref{im}) must supply it.

\section{Worked example}

Take a model parabolic band with round parameters: mass $m^*=0.1$, static background constant $\epsilon_b=10$, $n=10^{17}\,\mathrm{cm^{-3}}$, $T=300$ K, with no phonons or impurities. Replacing $m\to m^*$ and $e^2\to e^2/\epsilon_b$ rescales the units to $\mathrm{Ha}^*=\mathrm{Ha}\,m^*/\epsilon_b^2=27.2114$ meV and $a^*=a_0\epsilon_b/m^*=5.2918$ nm; $\epsilon$ is then measured relative to $\epsilon_b$. Numbers without a unit are in these units.

The density is $10^{-4}\,\mathrm{nm^{-3}}\times(5.2918\,\mathrm{nm})^3=0.014818$ and $T=0.95004$. Then $k_F=(3\pi^2n)^{1/3}=0.75987$, $E_F=0.28870$, $\Theta=0.95004/0.28870=3.291$, $\lambda=2.5717$ and $a=0.014818\times2.5717^3/2=0.1260$. The root is $\mu=-1.9256$, $z=0.13175$; the estimate $a+a^2/2^{3/2}$ gives $0.1316$. The kernel weight is $0.13175/1.13175=0.1164$. As a reference point for an implementation, $\chi_0(0.5,0.3)=-0.0101340-0.0091393\,i$. The coupling is $1/(r_sT)=1/(2.5256\times0.95004)=0.42$, which is not small. The digits below belong to the RPA model and check the algorithm; as a description of the interacting gas the numbers carry an error that this calculation does not estimate.

For screening, $\omega_p=\sqrt{4\pi n}=0.43153$, or $11.74$ meV, and $\kappa_D=0.43153/\sqrt{0.95004}=0.4427$. The combination $[4\chi_0(q/2,0)-\chi_0(q,0)]/3$ at small $q$ removes the $q^2$ term and gives $\kappa^2/\kappa_D^2=0.9575$, so $\kappa=0.4427\times\sqrt{0.9575}=0.4332$. It is tested against a finite-difference $\partial n/\partial\mu$ to $10^{-7}$. Equation~(\ref{DH}) gives $0.95545$ against $0.95749$; the difference $0.0020$ is to be set against $a^2=0.016$. The screening length is $12.2$ nm against the Debye length $12.0$ nm. The Thomas--Fermi value $0.984$ is more than twice $\kappa$ and belongs to the other regime.

The computed $r\varphi$ is $0.37075$, $0.13534$ and $0.04941$ at $\kappa r=1,2,3$, against $e^{-\kappa r}=0.36788$, $0.13534$ and $0.04979$. The deviations relative to $e^{-\kappa r}$ are $+0.8\%$, $0.0\%$ and $-0.8\%$. Equation~(\ref{phi}) predicts the crossing at $\kappa r=2$ and, with the Boltzmann estimate $\kappa_D^2/12T=0.0172$, deviations of $\pm0.9\%$. The first point has $r=2.31$, or $0.9\lambda$. The test asserts that $r\varphi$ agrees with $e^{-\kappa r}$ within $2\%$, a window too wide to test the correction in Eq.~(\ref{phi}), and that $\kappa_D$ in place of $\kappa$ misses by more than $3\%$ at $\kappa r=3$; there $0.04941/0.04661=1.06$.

For the plasmon, $\langle u^2\rangle=0.97116$, $\langle u^4\rangle=2.79893$, and
\begin{equation}
B=0.25+\frac{5\times2.79893-9\times0.97116^2}{0.43153^2}=0.25+29.57=29.82 .
\end{equation}
At $q=0.2\kappa_D$ the Bohm--Gross value is $\omega/\omega_p=\sqrt{1+3\times0.04}=1.0583$. Equation~(\ref{disp}) replaces $0.1200$ by $0.1200\times1.0222=0.1227$ and adds $29.82\times(0.2\times0.44273)^4/0.43153^2=0.0098$, giving $\sqrt{1.1325}=1.0642$.

\begin{center}
\begin{tabular}{cccccc}
$q/\kappa_D$ & root & Bohm--Gross & to $q^4$ & $\gamma/\omega_p$ & root (meV)\\
0.10 & 1.0155 & 1.0149 & 1.0155 & $2.7\times10^{-20}$ & 11.9\\
0.20 & 1.0654 & 1.0583 & 1.0642 & $5.6\times10^{-5}$ & 12.5\\
0.25 & 1.1079 & 1.0897 & 1.1026 & $2.2\times10^{-3}$ & 13.0\\
0.30 & 1.1615 & 1.1269 & 1.1514 & $1.3\times10^{-2}$
 & 13.6
\end{tabular}
\end{center}

Frequencies are in units of $\omega_p$ except in the last column. Relative to the root, Bohm--Gross is low by $0.06\%$, $0.7\%$, $1.6\%$ and $3.0\%$. Relative to the shift $\omega-\omega_p$, the quantity it is meant to predict, it is already low by $4\%$ at $q=0.1\kappa_D$, where degeneracy and the $q^4$ term add $0.0007$ and $0.0006$ to $\omega^2/\omega_p^2$. The $q^4$ form is closer at all four points, which is tested. At $q=0.25\kappa_D$ the complex root of Eq.~(\ref{fad}) is $1.10796-2.193\times10^{-3}i$, against $1.10789$ and $2.196\times10^{-3}$ from the real root and Eq.~(\ref{gam}). The rates are collisionless; damping by the scattering left out of the model is not estimated here.

A scan in temperature at the same density shows the approach to the classical constants. The coefficients $A$ and $B$ come from a cubic in $q^2$ through $(\omega^2-\omega_p^2)/q^2$ at four small $q$.

\begin{center}
\begin{tabular}{cccccc}
$\Theta$ & $a$ & $\kappa^2/\kappa_D^2$ & $A/3T$ & $B$ roots & $B$ formula\\
0.05 & 67.28 & 0.074844 & 8.081938 & 0.38156 & 0.38156\\
1 & 0.7523 & 0.793309 & 1.131160 & 3.2097 & 3.2096\\
3.29 & 0.1260 & 0.957490 & 1.022225 & 29.82 & 29.82\\
30 & 0.00458 & 0.998384 & 1.000809 & 2418.8 & 2418.8\\
100 & 0.00075 & 0.999734 & 1.000133 & 26860 & 26859
\end{tabular}
\end{center}

In every row $A$ is tested against $3\langle u^2\rangle$ to $10^{-6}$ and $B$ against Eq.~(\ref{disp}) to $10^{-3}$, both relative. The recoil term $\frac14$ is $0.8\%$ of $B$ in the example and two thirds of it at $\Theta=0.05$, so these rows would fail without it. For the last three rows the first-order corrections in $a$ are tested as well. At $\Theta=30$, $a/2^{3/2}=0.00162$ matches $1-0.998384$ and $a/2^{5/2}=0.00081$ matches $A/3T-1$. In the example $1+a/2^{5/2}=1.02228$ against $1.02222$, closer than the screening ratio at the same order. At $\Theta=1$ the classical $\kappa_D^2$ overestimates $\kappa^2$ by $26\%$ of the computed value, while the classical $3T$ underestimates $A$ by $12\%$.

\section*{Calculated quantities}
\begin{verbatim}
inputs: m*=0.1, eps_b=10.0, n=1e+17 cm^-3, T=300.0 K
Ha* = 27.2114 meV, a* = 5.2918 nm
n = 0.014818 a*^-3, T = 0.95004 Ha*
kF = 0.75987 1/a*, EF = 0.28870 Ha*, Theta = 3.2907
rs = 2.5256 a*, coupling 1/(rs T) = 0.4168
lambda = 2.5717 a*, a = n lam^3/2 = 0.12602
mu = -1.92561 Ha*, mu/T = -2.02687, z = 0.13175
wp = 0.43153 Ha* = 11.742 meV
kernel weight on mu'>0 = 0.11641
max rel. dev. from 2D definition = 3.5e-13
max rel. dev. on real axis = 2.5e-14
chi0(q=0.5,w=0.3) = -0.0101340 -0.0091393i a*^-3/Ha*
f-sum ratio (example, q=0.5) = 1.0000000000
rel. error q=2,w=0: unsplit N~32 7.8e-04, split N=32 1.3e-07
  split N=64 8.5e-09, order 3.95, graded N=32 1.1e-14
Theta=0.050: mu/T=19.9587, a=67.28353, kappa^2/kD^2=0.074844
  A/(3T)=8.081938, B roots=0.38156, B formula=0.38156 (a.u.*)
Theta=1.000: mu/T=-0.0215, a=0.75225, kappa^2/kD^2=0.793309
  A/(3T)=1.131160, B roots=3.2097, B formula=3.2096 (a.u.*)
Theta=3.291: mu/T=-2.0269, a=0.12602, kappa^2/kD^2=0.957490
  A/(3T)=1.022225, B roots=29.82, B formula=29.82 (a.u.*)
Theta=30.000: mu/T=-5.3849, a=0.00458, kappa^2/kD^2=0.998384
  A/(3T)=1.000809, B roots=2418.8, B formula=2418.8 (a.u.*)
Theta=100.000: mu/T=-7.1922, a=0.00075, kappa^2/kD^2=0.999734
  A/(3T)=1.000133, B roots=26860, B formula=26859 (a.u.*)
Theta=0.05: kappa^2/kTF^2=0.997925, A/(0.6 kF^2)=1.010242
slope ratio at 2kF (steps 1e-4,1e-3 kF): T=0 1.278, warm 1.0000
Theta=100, q^2=8T: -chi0 T/n = 0.53805, D(1) = 0.53808
kD = 0.44273, kappa = 0.43321, kTF = 0.98362 1/a*
1/kD = 11.953 nm, 1/kappa = 12.215 nm
1 - a/2^1.5 = 0.95545, 1 + a/2^2.5 = 1.02228
kD^2/(12T) = 0.01719
kappa r=1: r phi=0.37075, e^-kappa r=0.36788, e^-kD r=0.35989
kappa r=2: r phi=0.13534, e^-kappa r=0.13534, e^-kD r=0.12952
kappa r=3: r phi=0.04941, e^-kappa r=0.04979, e^-kD r=0.04661
<u^2> = 0.97116, <u^4> = 2.79893 (a.u.*), 1/4+6T^2/wp^2 = 29.3320
q/kD=0.1: w/wp root=1.01553, Bohm-Gross=1.01489, to q^4=1.01552
  w=11.925 meV, gamma/wp=2.662e-20
q/kD=0.2: w/wp root=1.06537, Bohm-Gross=1.05830, to q^4=1.06419
  w=12.510 meV, gamma/wp=5.600e-05
q/kD=0.25: w/wp root=1.10789, Bohm-Gross=1.08972, to q^4=1.10259
  w=13.009 meV, gamma/wp=2.196e-03
  complex root w/wp = 1.10796 -2.193e-03i
q/kD=0.3: w/wp root=1.16146, Bohm-Gross=1.12694, to q^4=1.15145
  w=13.638 meV, gamma/wp=1.307e-02
\end{verbatim}
